\section*{The well field in a periodic polar heterostructure, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from rigid slabs to dielectric layers}

\subsection{Two rigid slabs of equal thickness}

Take two insulating slabs, a well $w$ and a barrier $b$, stacked along $z$ and repeated periodically. Their interfaces are planar, and all fields and polarizations point along $z$. Let both slabs have the same thickness, and let their polarizations $P_w$ and $P_b$ be rigid: they do not respond to a field.

I use Hartree atomic units. Polarization is in $e/\mathrm{bohr}^2$, and Gauss's law reads $dE/dz=4\pi\rho$. A positive field points towards $+z$. The mismatch is defined as
\begin{equation}
\Delta P=P_b-P_w .
\end{equation}

The polarization charge density is $-dP/dz$. Integrating it across the interface where the well ends and the barrier begins gives the charge per area
\begin{equation}
-\int\frac{dP}{dz}\,dz=-(P_b-P_w)=-\Delta P .
\end{equation}
The other interface carries $+\Delta P$. Gauss's law at the first interface is therefore
\begin{equation}
E_b-E_w=-4\pi\Delta P .
\label{eq:rigidjump}
\end{equation}

This fixes a difference of fields. The same constant could be added to both without changing \eqref{eq:rigidjump}, so a second condition is needed. Let the electrostatic potential have the period of the stack. It then returns to its starting value after one period, and the average field is zero. For equal thicknesses this means $E_b=-E_w$, so
\begin{align}
-E_w-E_w&=-4\pi\Delta P,\\
E_w&=2\pi\Delta P .
\label{eq:simplest}
\end{align}

The sign can be read from the charges. For $\Delta P>0$ the well has positive charge on its left face and negative charge on its right face. The field inside it points from left to right. If the polarizations are equal there is no interface charge and no field, however large the common polarization is.

\subsection{Unequal thicknesses}

Now let the thicknesses be $L_w$ and $L_b$. The interface charges are unchanged, but the potential drops must cancel:
\begin{equation}
L_wE_w+L_bE_b=0,
\qquad
E_b=-\frac{L_w}{L_b}E_w .
\label{eq:zeroaverage}
\end{equation}
Insertion into \eqref{eq:rigidjump} gives
\begin{align}
-\left(\frac{L_w}{L_b}+1\right)E_w&=-4\pi\Delta P,\\
E_w&=4\pi\Delta P\,\frac{L_b}{L_w+L_b}.
\label{eq:rigid}
\end{align}

For $L_w=L_b$ this returns \eqref{eq:simplest}. A barrier much thicker than the well gives $E_w\to4\pi\Delta P$: a small field in the long barrier is enough to cancel the drop in the well, so nearly the whole field jump appears in the well. A very thin barrier gives $E_w\to0$, because balancing a finite well field would require a very large barrier field, which the fixed jump does not allow.

Zero average field is thus an electrical condition on the whole period. It does not make the field vanish inside either layer.

\subsection{Letting the layers respond}

A real insulator polarizes in the field that the interface charges create. In a crystal, the field meant here is the macroscopic field: the microscopic field averaged over the plane and then over one bulk cell along $z$. This average is useful when a layer has an interior that resembles the bulk.

For small fields, write the polarization of layer $j$ as
\begin{equation}
P_j^{\mathrm{tot}}(E_j)=P_j+\frac{\varepsilon_j-1}{4\pi}E_j .
\label{eq:response}
\end{equation}
Here $P_j$ is the bulk polarization at zero macroscopic field and $\varepsilon_j$ is the relative permittivity along $z$. Nonlinear terms in $E_j$ are neglected. The displacement field is
\begin{align}
D_j&=E_j+4\pi P_j^{\mathrm{tot}}\\
&=E_j+4\pi P_j+(\varepsilon_j-1)E_j\\
&=\varepsilon_jE_j+4\pi P_j .
\label{eq:D}
\end{align}

Suppose that there are no free carriers and no interface charge beyond the polarization charge. The total charge density is then $-dP^{\mathrm{tot}}/dz$, and Gauss's law becomes
\begin{equation}
\frac{d}{dz}\left(E+4\pi P^{\mathrm{tot}}\right)=0 .
\end{equation}
Hence $D$ has one value throughout the stack:
\begin{equation}
\varepsilon_wE_w+4\pi P_w=\varepsilon_bE_b+4\pi P_b .
\label{eq:continuity}
\end{equation}
Since $D$, $P_j$ and $\varepsilon_j$ are constant inside a uniform layer, so is its macroscopic field.

The zero-average condition \eqref{eq:zeroaverage} is unchanged. Eliminating $E_b$ gives
\begin{align}
\varepsilon_wE_w+4\pi P_w
&=-\varepsilon_b\frac{L_w}{L_b}E_w+4\pi P_b,\\
\left(\varepsilon_w+\varepsilon_b\frac{L_w}{L_b}\right)E_w
&=4\pi(P_b-P_w).
\end{align}
Multiplication by $L_b$ and division by the resulting bracket yield
\begin{equation}
\boxed{
E_w=\frac{4\pi(P_b-P_w)L_b}
{\varepsilon_wL_b+\varepsilon_bL_w}
}
\label{eq:main}
\end{equation}
and, from \eqref{eq:zeroaverage},
\begin{equation}
E_b=-\frac{4\pi(P_b-P_w)L_w}
{\varepsilon_wL_b+\varepsilon_bL_w}.
\label{eq:barrier}
\end{equation}

In SI units $4\pi$ is replaced by $1/\varepsilon_0$, while $\varepsilon_w$ and $\varepsilon_b$ remain relative permittivities.

\subsection{Limits and screening}

Setting $\varepsilon_w=\varepsilon_b=1$ restores the rigid result \eqref{eq:rigid}. If both permittivities equal $\varepsilon$, that result is divided by $\varepsilon$. For different permittivities, each $\varepsilon$ multiplies the thickness of the other layer. This crossing comes from \eqref{eq:zeroaverage}: the barrier response enters through $E_b$, which carries the ratio $L_w/L_b$.

For a thick barrier,
\begin{equation}
E_w\longrightarrow E_\infty=\frac{4\pi\Delta P}{\varepsilon_w}.
\label{eq:thick}
\end{equation}
The barrier permittivity drops out because the barrier field tends to zero. At finite thickness,
\begin{equation}
\frac{E_w}{E_\infty}
=\frac{\varepsilon_wL_b}{\varepsilon_wL_b+\varepsilon_bL_w}
=\frac{1}{1+\varepsilon_bL_w/(\varepsilon_wL_b)} .
\label{eq:fraction}
\end{equation}
The field has half its limiting value when $L_b=\varepsilon_bL_w/\varepsilon_w$. A barrier is therefore thick or thin relative to this length, not relative to $L_w$ alone.

The screening can also be followed through the charge. The total polarization charge at the well-to-barrier interface is
\begin{align}
P_w^{\mathrm{tot}}-P_b^{\mathrm{tot}}
&=\frac{E_b-E_w}{4\pi}\\
&=-\frac{E_w}{4\pi}\,\frac{L_w+L_b}{L_b}\\
&=-\Delta P\,
\frac{L_w+L_b}{\varepsilon_wL_b+\varepsilon_bL_w}.
\end{align}
The first line is Gauss's law, the second uses \eqref{eq:zeroaverage}, and the third uses \eqref{eq:main}. For permittivities above one, the induced polarization reduces the bare charge $-\Delta P$. This reduction is already contained in \eqref{eq:main}; a further division by a permittivity would count it twice.

\subsection{Strain in the bulk inputs}

The layers of an epitaxial stack share an in-plane lattice. At least one of them is then usually strained, and its piezoelectric response changes $P_j$. To see what must be inserted, consider a layer whose symmetry makes the two in-plane directions equivalent and whose polar axis is $z$. Let its in-plane strain be $\eta$ in both directions and its normal strain $\eta_3$, relative to its own unstrained state.

The area of a surface cell changes from $A_0$ to $A$. The charge transferred through that cell is the change of $AP$. Let $e_{31}$ and $e_{33}$ be the proper piezoelectric coefficients, which measure this transferred charge per area. With $\chi=(\varepsilon^{\eta}-1)/(4\pi)$, where $\varepsilon^\eta$ is the permittivity at fixed strain, first order gives
\begin{equation}
\frac{AP^{\mathrm{tot}}-A_0P_0}{A_0}
=2e_{31}\eta+e_{33}\eta_3+\chi E .
\label{eq:transfer}
\end{equation}
Here $P_0$ is the polarization of the unstrained layer. Since $A=A_0(1+2\eta)$ to first order, the left side is $P^{\mathrm{tot}}-P_0+2\eta P_0$. Therefore
\begin{equation}
P^{\mathrm{tot}}=P_0(1-2\eta)
+2e_{31}\eta+e_{33}\eta_3+\chi E .
\label{eq:strainedP}
\end{equation}
The term $-2\eta P_0$ expresses the same charge $A_0P_0$ spread over a larger area. It belongs in the mismatch because Gauss's law uses charge per actual area.

If the layer is free to expand along $z$, its normal stress vanishes:
\begin{equation}
0=2C_{13}\eta+C_{33}\eta_3-e_{33}E,
\qquad
\eta_3=-\frac{2C_{13}}{C_{33}}\eta+\frac{e_{33}}{C_{33}}E .
\end{equation}
The elastic constants are those at fixed field, and the stress quadratic in the field has been dropped. Substitution in \eqref{eq:strainedP} separates the two inputs:
\begin{align}
P_j&=P_0(1-2\eta)
+2\left(e_{31}-e_{33}\frac{C_{13}}{C_{33}}\right)\eta,
\label{eq:Pstrain}\\
\varepsilon_j&=\varepsilon^\eta+4\pi\frac{e_{33}^2}{C_{33}} .
\label{eq:epsstress}
\end{align}
All material constants on the right belong to layer $j$.

The first expression contains the strain present at zero field. The second contains the strain caused by the field. If the cell dimensions are held fixed, one instead evaluates $P_j$ at those dimensions and uses $\varepsilon^\eta$. Mixing the two mechanical conditions either omits a response or counts it twice. Ionic displacements inside the cell are a separate matter: if they relax in the stack, they must relax in the calculation of $\varepsilon_j$ too.

For free layers, $L_j$ is the thickness at zero field. Its field-induced change multiplies a well field that is already first order in the mismatch, so it is beyond the linear result.

\subsection{When the insulating assumption fails}

An electron has charge $-1$, so its electrostatic energy rises by $E_w$ per unit length along $+z$. Across the well it changes by
\begin{equation}
U=E_wL_w=
\frac{4\pi\Delta P\,L_wL_b}
{\varepsilon_wL_b+\varepsilon_bL_w}.
\label{eq:drop}
\end{equation}
It changes by $-U$ across the barrier. If both thicknesses are multiplied by the same factor, the fields stay fixed while $|U|$ grows by that factor.

Consider for orientation two layers with the same band gap $E_g$ and aligned band edges, and neglect confinement energies. The highest valence edge and the lowest conduction edge lie at opposite interfaces, separated by $E_g-|U|$. When this reaches zero, electrons can move from one interface to the other. Their charge opposes the polarization charge, and the assumption behind \eqref{eq:continuity} fails. With band offsets or confinement the threshold changes, but the growth of $|U|$ with thickness remains the reason to check for carriers.

\section{Second half: a microscopic stack and the limits of the result}

\subsection{What is carried forward}

The well and barrier have thicknesses $L_w,L_b$, zero-field polarizations $P_w,P_b$ and relative permittivities $\varepsilon_w,\varepsilon_b$. Their macroscopic fields are $E_w,E_b$, positive along $+z$, and $\Delta P=P_b-P_w$. In atomic units $D=\varepsilon_jE_j+4\pi P_j$ is common to both layers. Together with zero average field this gives
\begin{equation}
E_w=\frac{4\pi\Delta P\,L_b}
{\varepsilon_wL_b+\varepsilon_bL_w},
\qquad
E_b=-\frac{L_w}{L_b}E_w .
\label{eq:recall}
\end{equation}

\subsection{A crystal made of charged sheets}

A microscopic model can supply the bulk inputs and the well field by separate calculations. Each cell of length $a$ has a fixed sheet of charge per area $+s$ at $a/4$ and a movable sheet of charge $-s$ at $3a/4+\delta$. A spring of constant $k$ per area pulls $\delta$ towards $\delta_0$. The cell lengths are fixed, so this is the clamped-cell mechanical condition.

The dipole per volume is
\begin{equation}
P^{\mathrm{tot}}=\frac{1}{a}\left[s\frac a4-s\left(\frac{3a}{4}+\delta\right)\right]
=-\frac s2-\frac{s\delta}{a}.
\label{eq:sheetP}
\end{equation}
Let $F$ be the field outside the pair of sheets. Between them the field is $F+4\pi s$, over a length $a/2+\delta$. The cell average is
\begin{equation}
E=F+\frac{4\pi s}{a}\left(\frac a2+\delta\right)
=F-4\pi P^{\mathrm{tot}} .
\end{equation}
Thus $F=D$. The field acting on the negative sheet is the mean of the fields on its two sides, since its own contributions there are opposite. Force balance is
\begin{equation}
-s(D+2\pi s)-k(\delta-\delta_0)=0 .
\label{eq:force}
\end{equation}
From \eqref{eq:sheetP}, $D+2\pi s=E-4\pi s\delta/a$. Hence
\begin{align}
-sE+\frac{4\pi s^2}{a}\delta-k\delta+k\delta_0&=0,\\
\delta&=\frac{k\delta_0-sE}{k-4\pi s^2/a}.
\end{align}
Inserting this in \eqref{eq:sheetP} and comparing with \eqref{eq:response} gives
\begin{equation}
\varepsilon=1+\frac{4\pi s^2/a}{k-4\pi s^2/a}
=\frac{k}{k-4\pi s^2/a},
\qquad
P=-\frac s2-\frac{s\varepsilon\delta_0}{a}.
\label{eq:sheetbulk}
\end{equation}
The bulk is stable at fixed field if $k>4\pi s^2/a$.

Equation \eqref{eq:force} shows that $\delta$ depends on the surroundings through $D$ alone. Every cell in a stack is then in the bulk state belonging to the common $D$. For this model, without forces between neighbouring cells, \eqref{eq:recall} has no finite-thickness correction.

The layer fields now follow from the bulk polarizations, permittivities and thicknesses, and in the sheet model without forces between neighbouring cells the formula has no finite-thickness correction. What remains is to test it on a numerical stack and to treat a nonzero average field, added interface charge, more than two layers, and interfaces that are not bulk-like.
